\section*{Why finite surface exchange makes apparent diffusivity depend on annealing time}

\section{Scaling fixes the form of the answer}

A solid fills $x>0$ and starts at uniform concentration $c_0$. At $t=0$ it meets a gas with which it would equilibrate at $c_{\rm eq}$. With $u=(c-c_0)/(c_{\rm eq}-c_0)$, constant diffusivity $D$ and linear surface exchange of constant coefficient $k$,
\begin{equation}
u_t=D\,u_{xx},\qquad -D\,u_x(0,t)=k\,[1-u(0,t)],\qquad u(x,0)=0 .
\label{problem}
\end{equation}
Subscripts $x$ and $t$ denote derivatives, and $u\to0$ deep inside. The constants $D$ (length$^2$/time) and $k$ (length/time) combine into one length and one dimensionless time variable,
\begin{equation}
L=\frac Dk,\qquad s=\frac{\sqrt{Dt}}{L}=k\sqrt{\frac tD}.
\end{equation}
An inversion that takes one profile and its annealing time, and adds no dimensional constant of its own, must therefore return $D_{\rm app}=D\,F(s)$. If $k=\infty$, no length $L$ exists and $F$ is a constant. If $k$ is finite, $F$ may vary with $t$.

The same fact appears as a broken symmetry. Let $v(x,t)=u(\lambda x,\lambda^2t)$. Both $v_t$ and $v_{xx}$ acquire a factor $\lambda^2$, so $v$ obeys the diffusion equation. At the surface, however,
\begin{equation}
-Dv_x=\lambda\,k(\lambda^2t)\,(1-v),
\end{equation}
where $k$ has been allowed to depend on time. For constant $k$ the rescaled profile belongs to a different coefficient, $\lambda k$. For an instantaneous surface, $u(0,t)=1$, the condition is unchanged. Then $v=u$ by uniqueness, and $\lambda=t^{-1/2}$ gives $u(x,t)=u(x/\sqrt t,1)$: the profile depends on $x/\sqrt t$ alone.

The condition is also unchanged if $k=\kappa/\sqrt t$, since $\lambda\kappa/(\lambda\sqrt t)=\kappa/\sqrt t$. Surface resistance as such is thus not the culprit. What breaks similarity here is a resistance that carries a fixed length while the profile grows.

\section{The profile: an ideal one, shifted by the fixed length}

Define $\varphi=u-Lu_x$. It obeys the diffusion equation because $u$ does and the coefficients are constant. It vanishes initially, and the surface condition in (\ref{problem}), divided by $k$, says $\varphi(0,t)=1$. So $\varphi$ is the profile under an instantaneous surface. Writing $\varphi=f(z)$ with $z=x/(2\sqrt{Dt})$ gives $-zf'/(2t)=f''/(4t)$, hence $f'\propto e^{-z^2}$ and $\varphi=\operatorname{erfc}z$.

To recover $u$, multiply $u_x-u/L=-\varphi/L$ by $e^{-x/L}$, which makes the left side the derivative of $e^{-x/L}u$. Integrating from $x$ to infinity and setting $x'=x+qL$,
\begin{equation}
u(x,t)=\int_0^\infty e^{-q}\,\operatorname{erfc}\!\left(z+\frac{q}{2s}\right)dq .
\label{average}
\end{equation}
The real profile is an average of ideal profiles displaced by $qL$, with mean displacement $L$. Three facts follow:
\begin{itemize}
\item $u<\operatorname{erfc}z$, because every displacement lowers the integrand.
\item At fixed $x/\sqrt t$, $u$ rises with time, because $z$ is fixed while $q/(2s)$ shrinks.
\item For $s\gg1$ the average is, to first order in $1/s$, a single shift by $L$.
\end{itemize}

Integration by parts gives a closed form. With $y=z+q/(2s)$,
\begin{align}
u&=\operatorname{erfc}z-\frac{2}{\sqrt\pi}\int_z^\infty e^{-2s(y-z)-y^2}\,dy\nonumber\\
&=\operatorname{erfc}z-e^{2sz+s^2}\operatorname{erfc}(z+s),
\label{closed}
\end{align}
where $y^2+2sy=(y+s)^2-s^2$ was used; note $2sz=x/L$. The surface value is
\begin{equation}
u_s=1-E,\qquad E=e^{s^2}\operatorname{erfc}s .
\end{equation}
The uptake $M=\int_0^\infty u\,dx$, a length in these normalised units, follows from integrating $u=\varphi+Lu_x$:
\begin{equation}
M=2\sqrt{\frac{Dt}{\pi}}-L\,u_s .
\label{uptake}
\end{equation}

\section{First contribution: the missing surface level}

For an ideal profile $M=2\sqrt{Dt/\pi}$. Solving this for $D$ gives the pinned inversion, which assumes a surface value of one. Dividing the uptake by the actual surface value first gives the free inversion:
\begin{equation}
D_{\rm pin}=\frac{\pi M^2}{4t},\qquad
D_{\rm free}=\frac{\pi}{4t}\left(\frac{M}{u_s}\right)^2,\qquad
\frac{D_{\rm pin}}{D}=u_s^2\,\frac{D_{\rm free}}{D}.
\label{factors}
\end{equation}
The last relation separates two errors. The factor $u_s^2$ comes from a surface that has not reached equilibrium; $D_{\rm free}/D$ comes from a profile whose shape is not an error function.

Since $u<\operatorname{erfc}z$, $D_{\rm pin}<D$. Since $M/\sqrt t=\int_0^\infty u\,d(x/\sqrt t)$ and $u$ rises at fixed $x/\sqrt t$, $D_{\rm pin}$ increases with annealing time.

\subsection*{Short anneals, $s\ll1$}

Here $E=1-2s/\sqrt\pi+s^2+\dots$, so $u_s\simeq2s/\sqrt\pi$ and (\ref{uptake}) gives $M\simeq Ls^2=kt$. Then
\begin{equation}
D_{\rm pin}\simeq\frac{\pi k^2t}{4},\qquad
D_{\rm free}\simeq\frac{\pi}{4t}\,\frac{\pi L^2s^2}{4}=\frac{\pi^2}{16}D .
\end{equation}
The pinned value measures $k$ and contains no $D$. The level error is unbounded as a ratio, whereas the shape error tends to a fixed factor of $0.617$.

\subsection*{Long anneals, $s\gg1$}

Here $E\simeq1/(\sqrt\pi s)$ and $M/L\simeq2s/\sqrt\pi-1$. To first order in $1/s$,
\begin{equation}
\frac{D_{\rm pin}}{D}\simeq1-\frac{\sqrt\pi}{s},\quad
u_s^2\simeq1-\frac{2}{\sqrt\pi\,s},\quad
\frac{D_{\rm free}}{D}\simeq1-\frac{\sqrt\pi-2/\sqrt\pi}{s}.
\end{equation}
The missing level supplies a fraction $2/\pi$, about 64\%, of the pinned deficit. Both errors fade as $t^{-1/2}$, which is slow.

\section{Second contribution: the drift of the scaled profile}

Boltzmann inversion assumes neither a surface value nor a constant diffusivity. It uses
\begin{equation}
D_B=-\frac{1}{2t}\frac{dx}{du}\int_0^u x'\,du'
=\frac{xu+G}{2t(-u_x)},\qquad G=\int_x^\infty u\,dx' ,
\label{boltz}
\end{equation}
where the second form follows by parts. It does assume similarity. To find the cost, allow $D(u)$ and write $u(x,t)=U(\xi,t)$ with $\xi=x/\sqrt t$, so that $G=\sqrt t\,\Gamma$ with $\Gamma=\int_\xi^\infty U\,d\xi'$. At fixed $x$, $\partial_t\xi=-\xi/(2t)$, and $\Gamma_\xi=-U$. Therefore
\begin{equation}
\partial_tG\big|_x=\frac{G}{2t}+\frac{xu}{2t}
+\sqrt t\int_\xi^\infty\partial_tU\big|_{\xi'}\,d\xi' .
\end{equation}
Conservation makes the left side equal to the flux $-D(u)u_x$ through $x$. Dividing by $-u_x$,
\begin{equation}
D_B=D(u)-\frac{\sqrt t}{-u_x}\int_\xi^\infty\partial_tU\big|_{\xi'}\,d\xi' .
\label{defect}
\end{equation}
The last term is the similarity defect. Multiplied by $-u_x$, it is the part of the flux that raises the scaled profile instead of stretching it, and the inversion does not count it. For constant $D$ and $k$ it is positive, so $D_B<D$ at every depth.

At the surface $G=M$ and $dM/dt=-D(u_s)u_x$. Hence
\begin{equation}
D_B(0)=\frac{D(u_s)}{2n},\qquad n=\frac{d\ln M}{d\ln t},\qquad
\frac{d\ln D_{\rm pin}}{d\ln t}=2n-1 .
\label{n}
\end{equation}
One exponent controls both the surface error of the Boltzmann method and the time drift of the pinned one.

For constant $D$ and $k$, $dM/dt=k(1-u_s)=kE$ gives $n=s^2E/(M/L)$. At long times $n\simeq\frac12[1+\sqrt\pi/(2s)]$ and $D_B(0)/D\simeq1-\sqrt\pi/(2s)$, half the pinned deficit. At short times $n\to1$ and $D_B(0)\to D/2$. The half has a simple origin. The surface flux is then nearly constant, so $U=\sqrt t\,g(\xi)$ and $\partial_tU=U/(2t)$. The surface defect becomes $M/[2t(-u_x)]$, which is $D_B(0)$ itself, so that $D_B(0)=D-D_B(0)$.

As $s\to0$ the free and surface Boltzmann values become nearly independent of time, yet they are wrong by factors approaching $0.617$ and $0.5$. Agreement between two short anneals does not certify either method.

\subsection*{A false concentration dependence}

For $z\gg1$ at fixed $s$, (\ref{closed}) gives $u\propto e^{-z^2}/[z(z+s)]$. Thus $-u_z/u\simeq2z+1/z+1/(z+s)$ and $G\simeq2\sqrt{Dt}\,u/(2z)$. Inserting these in (\ref{boltz}),
\begin{equation}
\frac{D_B}{D}\simeq\frac{2z+1/z}{2z+1/z+1/(z+s)}\simeq1-\frac{1}{2z(z+s)} .
\end{equation}
Deep in the tail $D_B$ slowly approaches the true $D$, while the surface returns too little. A constant diffusivity therefore appears to depend on concentration.

\section{Weighing the contributions: gas carburizing}

Take rough values for carburizing low-carbon steel near 1200 K: $D=20\ \mu{\rm m^2/s}$, $k=0.2\ \mu{\rm m/s}$, initial carbon 0.2 wt\% and equilibrium carbon 1.0 wt\%. Then $L=100\ \mu$m and $D/k^2=500$ s. After 1 h,
\begin{align}
s&=0.2\sqrt{3600/20}=2.68,\qquad u_s=0.802,\nonumber\\
M&=2(268.3)/\sqrt\pi-100(0.802)\simeq223\ \mu{\rm m},\nonumber\\
D_{\rm pin}&=\pi(222.6)^2/(4\times3600)=10.8\ \mu{\rm m^2/s}.
\end{align}
The surface holds $0.2+0.802\times0.8=0.84$ wt\% carbon. Apparent diffusivities, in $\mu{\rm m^2/s}$, are:
\begin{center}
\begin{tabular}{rcccc}
$t$ (h) & $u_s$ & $D_{\rm pin}$ & $D_{\rm free}$ & $D_B(0)$\\ \hline
0.25 & 0.650 & 6.5 & 15.4 & 13.7\\
1 & 0.802 & 10.8 & 16.8 & 15.6\\
4 & 0.897 & 14.5 & 18.1 & 17.3\\
16 & 0.948 & 17.0 & 18.9 & 18.5
\end{tabular}
\end{center}
At 1 h the factors in (\ref{factors}) are $u_s^2=0.64$ and $D_{\rm free}/D=0.84$, with product 0.54. Measured by logarithms, the missing level accounts for about 72\% of the pinned error; at 16 h the share is about 66\%, approaching the limit of 64\%. An equal-weight least-squares fit of a pinned error function over the whole profile gives 11.2 at 1 h and 17.2 at 16 h (10.8 and 16.9 if the data stop at $z=1$), so the trend does not hinge on using the uptake.

Within the 1 h profile, $D_B$ runs from 15.6 at the surface to 19.0 where $u$ has fallen to 1\% of its surface value. To come within 5\% of $D$ takes 19 h for the free inversion, 38 h for the surface Boltzmann value and 165 h for the pinned one. By 165 h, $\sqrt{Dt}$ is about 3.4 mm, and many parts no longer act as half-spaces.

The closed-form profiles were tested against a finite-volume solution of (\ref{problem}) at five times from 0.25 to 16 h; the largest difference in $u$ was $2.5\times10^{-6}$.

\subsection*{Two controls}

With $k=\kappa/\sqrt t$, try $u=A\operatorname{erfc}z$. The surface condition gives $A\sqrt{D/\pi}=\kappa(1-A)$. Choosing $\kappa=\sqrt{D/\pi}=2.52\ \mu{\rm m/s^{1/2}}$ makes $A=1/2$. The solver then returns $D_{\rm pin}=A^2D=5.0$ and $D_B(0)=20.0\ \mu{\rm m^2/s}$ at both 1 h and 16 h. The surface stays far from equilibrium, but similarity holds and Boltzmann inversion succeeds.

In the second control $D$ doubles as $u$ goes from 0 to 1, exponentially and with the value 20 at $u=1/2$, and the surface is instantaneous. The pinned value is 22.3 at 1, 4 and 16 h. Concentration dependence alone changes the apparent value without making it drift.

\subsection*{What a real carburized part changes}

The constants above are rough, and real carbon diffusivity in austenite rises with carbon content. With the doubling just described and finite $k$, $D_{\rm pin}$ becomes 10.6, 14.9 and 18.1 at 1, 4 and 16 h, against 10.8, 14.5 and 17.0 in the base model. Letting the exchange coefficient rise from $0.75k$ to $1.25k$ as $u$ goes from 0 to 1 gives 11.3, 15.1 and 17.4. A rod of 10 mm radius gives 10.6, 14.0 and 15.6: curvature lowers the 16 h value by about 8\%. A plate 10 mm thick changes no printed digit up to 16 h. In each case, the rise with time survives over these 16 h. It cannot last in a finite body: for the rod, $D_{\rm pin}$ peaks near 24 h and then falls.

A heating lag can imitate slow exchange. If diffusion under an instantaneous surface starts $t_0$ late, $D_{\rm pin}=D(1-t_0/t)$; for 5 min this is 18.3 at 1 h and 19.9 at 16 h. The deficit fades as $1/t$, faster than the $t^{-1/2}$ of finite exchange. A temperature 10 K too high, with a rough activation energy of 1.5 eV, raises the true $D$ by about 13\%, so anneals to be compared need closely matched temperatures.

\section{Recovering both constants}

If $D$ and $k$ are constant, one remedy is to fit (\ref{closed}) with both free. If $D$ depends on concentration, such a fit can distort both values, and after long anneals $k$ suffers most, because the profile then depends on it only weakly. A second remedy measures the defect through $n$. From (\ref{n}) and $dM/dt=k(1-u_s)$,
\begin{equation}
D(u_s)=2n\,D_B(0),\qquad k=\frac{nM}{t(1-u_s)} .
\end{equation}
Take noise-free solver profiles at 1, 2 and 4 h. The outer uptakes, 222.6 and 515.9 $\mu$m, give $n\simeq\ln(515.9/222.6)/\ln4=0.606$ at the middle time. There $D_B(0)=16.5\ \mu{\rm m^2/s}$, $M=342.6\ \mu$m and $u_s=0.856$, so
\begin{align}
D&=2(0.6064)(16.52)=20.0\ \mu{\rm m^2/s},\nonumber\\
k&=\frac{0.6064\times342.6}{7200\times0.144}=0.200\ \mu{\rm m/s}.
\end{align}
The small residual error in the full output comes mainly from replacing a local slope by a chord across a factor of four in time. Real data add noise in the surface gradient, on which $D_B(0)$ depends directly, and in the surface value. Since $k$ contains $1/(1-u_s)$, an error of 0.01 in $u_s$ changes $k$ by about 7\% here. In a finite plate both relations still hold, provided that $n$ is the local exponent, $M$ is the uptake per unit exposed area and $D_B(0)$ is evaluated as $M/[2t(-u_x)]$ at the surface. The first form in (\ref{boltz}) fails once $u$ no longer falls to zero inside the plate, because the measured profile then lacks part of the integral. As $M$ saturates, $n$ falls towards zero, and by (\ref{n}) $D_{\rm pin}$ decreases with time once $n<1/2$. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Diffusivity D = 20.0 um^2/s; exchange k = 0.20 um/s
Length D/k = 100 um; time D/k^2 = 500 s
Carbon: start 0.2, equilibrium 1.0 wt%
Temperature = 1200 K
Largest solver-formula profile difference = 2.5e-06
Time h | s | sqrt(Dt) um | surface u | surface wt% | uptake M um
 0.25 | 1.342 | 134 | 0.650 | 0.720 | 86.3
 1.00 | 2.683 | 268 | 0.802 | 0.842 | 222.6
 2.00 | 3.795 | 379 | 0.856 | 0.885 | 342.6
 4.00 | 5.367 | 537 | 0.897 | 0.917 | 515.9
16.00 | 10.733 | 1073 | 0.948 | 0.958 | 1116.3
Apparent D in um^2/s:
Time h | pinned uptake | pinned fit | free | Boltzmann surface
 0.25 | 6.51 | 6.71 | 15.38 | 13.72
 1.00 | 10.81 | 11.21 | 16.80 | 15.61
 2.00 | 12.80 | 13.22 | 17.47 | 16.52
 4.00 | 14.52 | 14.90 | 18.06 | 17.33
16.00 | 16.99 | 17.25 | 18.92 | 18.51
False concentration dependence at 1 h (Boltzmann):
  u/u_surface 1.00: depth 0 um, D_B 15.61 um^2/s
  u/u_surface 0.50: depth 230 um, D_B 17.24 um^2/s
  u/u_surface 0.10: depth 582 um, D_B 18.43 um^2/s
  u/u_surface 0.01: depth 931 um, D_B 19.00 um^2/s
Single-shift profile error at 16 h = 0.0010 (in u)
Time to reach 95% of D, pinned: 164.6 h
Time to reach 95% of D, free: 18.9 h
Time to reach 95% of D, Boltzmann surface: 38.0 h
Control k = kappa/sqrt(t), kappa = 2.523 um/s^0.5:
  1 h: surface u 0.500, pinned 5.00, Boltzmann 20.00 um^2/s
  16 h: surface u 0.500, pinned 5.00, Boltzmann 20.00 um^2/s
Recovery at 2 h: n = 0.6064, D_B = 16.52 um^2/s
  recovered D = 20.04 um^2/s, k = 0.2004 um/s
Pinned D (um^2/s) at 1, 4, 16 h, from the solver:
  base model: 10.81, 14.52, 16.99
  instantaneous surface: 20.00, 20.00, 20.00
  D doubles from u=0 to 1: 10.63, 14.91, 18.05
  same D(u), instantaneous: 22.26, 22.26, 22.26
  k from 0.75k to 1.25k: 11.33, 15.13, 17.44
  rod, radius 10 mm: 10.64, 13.97, 15.56
  plate, thickness 10 mm: 10.81, 14.52, 16.99
  5 min lag, instantaneous: 18.33, 19.58, 19.90
True D change for +10 K, activation 1.5 eV: 12.7 %
\end{verbatim}
